\section*{End Corrections in a Balanced Superjunction: Decay over w/π}

\section{What a model of endless columns misses}

A superjunction drift region is a stack of alternating n and p columns standing between a body contact and a drain contact. If the columns are treated as endless, the field is a uniform vertical part plus a lateral part that repeats from column to column. For the silicon example below, these parts are at most $0.150$ and $0.0928$ MV/cm, so the largest predicted field is $\sqrt{0.150^2+0.0928^2}=0.176$ MV/cm. The contacts raise the true maximum of the ideal structure to $0.219$ MV/cm, which is 24\% more. In a model where the ionization rate grows as the seventh power of the field, the largest local rate is then too small by a factor $1.24^7\approx4.5$. This holds for the local rate only: breakdown depends on the rate integrated along a field line, and in the example below that integral is nearly the same with and without the ends.

The model of endless columns also cannot say how much of the device it describes. That requires the distance over which the contacts disturb the field. For columns of width $w$ this distance is
\begin{equation}
\lambda=\frac{w}{\pi},
\end{equation}
the depth over which the slowest part of the disturbance falls by a factor $e$. It is not a depth beyond which the disturbance vanishes.

\section{The model}

Let $x$ run across the columns and $y$ down from the body. Donors of density $N$ fill $0<x<w$, acceptors of the same density fill $w<x<2w$, and the pattern repeats with period $2w$. All carriers are removed, so the charge density $\rho$ is $+qN$ in n columns and $-qN$ in p columns, with $q>0$ the elementary charge. The permittivity $\varepsilon$ is uniform. The p$^+$ body at $y=0$ and the n$^+$ drain at $y=L$ are flat equipotentials at $0$ and $V>0$. With
\begin{equation}
a=\frac{qN}{\varepsilon},
\end{equation}
Poisson's equation is $\nabla^2\phi=-\rho/\varepsilon=\mp a$, the upper sign holding in n columns. Write
\begin{equation}
\phi(x,y)=\frac{V}{L}y+f(x)+\delta\phi(x,y),\qquad f''=-\frac{\rho}{\varepsilon}.
\label{split}
\end{equation}
The first term carries the applied voltage, $f$ is the potential of endless columns, and $\delta\phi$ is the end correction. Since the first two terms already satisfy Poisson's equation, $\nabla^2\delta\phi=0$. Since $\phi$ must be $0$ and $V$ on the electrodes, $\delta\phi=-f$ on both.

In an n column, integrating $f''=-a$ with $f=0$ at both junctions gives
\begin{equation}
f=\frac{a}{2}x(w-x),\qquad f'=a\left(\frac w2-x\right).
\label{f}
\end{equation}
In p columns $f$ is the same arch with opposite sign, so the slopes match at the junctions. The crest is $aw^2/8$ and the largest lateral field is $aw/2$, at a junction.

\section{First derivation: Fourier modes}

The charge is odd in $x$, so its Fourier series has no cosines. Balance and equal widths make its mean zero. The sine coefficients are
\begin{align}
b_n&=\frac{qN}{w}\left[\int_0^w\sin\frac{n\pi x}{w}\,dx-\int_w^{2w}\sin\frac{n\pi x}{w}\,dx\right]\nonumber\\
&=\frac{qN}{n\pi}\left[(1-\cos n\pi)-(\cos n\pi-1)\right]
=\frac{2qN}{n\pi}\left[1-(-1)^n\right].
\end{align}
They vanish for even $n$. With $k_m=m\pi/w$,
\begin{equation}
\rho=\sum_{m\ \rm odd}\frac{4qN}{\pi m}\sin k_mx .
\end{equation}
Two derivatives multiply $\sin k_mx$ by $-k_m^2$, so $f''=-\rho/\varepsilon$ gives
\begin{equation}
f=\sum_{m\ \rm odd}\phi_m\sin k_mx,\qquad
\phi_m=\frac{4a}{\pi m k_m^2}=\frac{4aw^2}{\pi^3m^3}.
\end{equation}

Now put $\delta\phi=\sum_m Y_m(y)\sin k_mx$. Laplace's equation requires $Y_m''=k_m^2Y_m$ for each mode, and the electrodes require $Y_m(0)=Y_m(L)=-\phi_m$. The solution symmetric about mid-depth is
\begin{equation}
Y_m=-\phi_m\frac{\cosh k_m(y-L/2)}{\cosh(k_mL/2)}
=-\phi_m\frac{e^{-k_my}+e^{-k_m(L-y)}}{1+e^{-k_mL}} .
\label{Y}
\end{equation}
The second form follows on multiplying numerator and denominator by $2e^{-k_mL/2}$. Modes absent from $f$ have zero values at both ends and therefore vanish. The complete potential is
\begin{equation}
\phi=\frac VL y+\sum_{m\ \rm odd}\phi_m\sin k_mx
\left[1-\frac{\cosh k_m(y-L/2)}{\cosh(k_mL/2)}\right].
\end{equation}

Equation (\ref{Y}) shows two disturbances, one from each electrode. Mode $m$ decays over $1/k_m=w/(m\pi)$. Since $k_m\ge k_1=\pi/w$ and the denominator in (\ref{Y}) exceeds one,
\begin{equation}
|\delta\phi|\le\left(\sum_{m\ \rm odd}\phi_m\right)
\left[e^{-y/\lambda}+e^{-(L-y)/\lambda}\right],
\qquad \lambda=\frac w\pi .
\end{equation}
The sum is finite because $\phi_m\propto m^{-3}$. The length cannot be shortened, because $\phi_1=4aw^2/\pi^3$ is not zero. This proves the result.

The physical reason is that a harmonic potential cannot oscillate in $x$ without growing or decaying in $y$: the two curvatures must cancel. Finer lateral structure has larger curvature and dies sooner.

\section{Second derivation: a harmonic function with known edge values}

The same decay follows without a series if $L\gg w$, so that the body end can be treated alone. Let $v=\partial_y^2\delta\phi$. It is harmonic because $\delta\phi$ is. Along the electrode $\phi$ is constant, so $\partial_x^2\phi=0$ there and Poisson's equation leaves $v=-\rho/\varepsilon$. Thus $v$ must be $-a$ at the end of an n column, $+a$ at the end of a p column, and zero far away.

Use $\xi=\pi x/w$ and $\eta=\pi y/w$. The identity
\begin{equation}
\tan\frac{\xi+i\eta}{2}=\frac{\sin\xi+i\sinh\eta}{\cos\xi+\cosh\eta}
\end{equation}
has a positive imaginary part for $\eta>0$. Its argument, taken between $0$ and $\pi$, is the imaginary part of an analytic logarithm and is therefore harmonic. It equals $\pi/2-\arctan(\sin\xi/\sinh\eta)$, so the last arctangent is harmonic too. As $\eta\to0$ it tends to $+\pi/2$ over n columns and $-\pi/2$ over p columns. Hence
\begin{equation}
v=-\frac{2a}{\pi}\arctan\frac{\sin(\pi x/w)}{\sinh(\pi y/w)}
\label{v}
\end{equation}
has the required values. Integrating twice from infinity, where the correction vanishes, gives
\begin{equation}
\delta\phi(x,y)=\int_y^\infty(y'-y)\,v(x,y')\,dy'.
\label{twice}
\end{equation}

It remains to show that this is the required potential. Its second $y$ derivative is $v$. Its second $x$ derivative, using $\partial_x^2v=-\partial_{y'}^2v$ and one integration by parts, is
\begin{equation}
-\int_y^\infty(y'-y)\,\partial_{y'}^2v\,dy'
=\int_y^\infty\partial_{y'}v\,dy'=-v(x,y).
\end{equation}
The boundary terms vanish, and the two second derivatives cancel, so $\delta\phi$ is harmonic. At the electrode $\partial_x^2(\delta\phi+f)=-v-\rho/\varepsilon=0$ within each column. Thus $\delta\phi+f$ is linear across a column. It is zero at both junctions, where $\sin\xi=0$ and $f=0$, so it is zero throughout. The maximum principle allows no second decaying solution with these boundary values.

For the decay, note that $|\sin\xi|\le1$ and
\begin{equation}
\arctan\frac1{\sinh\eta}=2\arctan e^{-\eta}\le2e^{-\eta}.
\label{arctan}
\end{equation}
The equality is the double-angle formula $\tan2\theta=2t/(1-t^2)$ with $t=\tan\theta=e^{-\eta}$. Therefore $|v|\le(4a/\pi)e^{-y/\lambda}$, and each integration from infinity supplies a factor $\lambda$:
\begin{equation}
|\partial_y\delta\phi|\le\frac{4aw}{\pi^2}e^{-y/\lambda},\qquad
|\delta\phi|\le\frac{4aw^2}{\pi^3}e^{-y/\lambda}.
\end{equation}
At large depth the arctangent in (\ref{v}) approaches $2\sin\xi\,e^{-\eta}$, and (\ref{twice}) gives
\begin{equation}
\delta\phi\simeq-\frac{4aw^2}{\pi^3}\sin\frac{\pi x}{w}\,e^{-y/\lambda},
\end{equation}
which is the first Fourier mode with its sign and amplitude.

\section{What each derivation assumes}

Both derivations use complete depletion, uniform permittivity and a repeating structure. The Fourier derivation keeps both electrodes at any $L$. Its decay argument needs neither sharp junctions nor flat electrodes: any end disturbance of period $2w$ contains lateral wave numbers $n\pi/w$, and its parts with $n\ge1$ decay at least as fast as $e^{-y/\lambda}$. A part with $n=0$ obeys $Y_0''=0$ and merely changes the uniform field.

The second derivation needs step junctions, a flat equipotential and $L\gg w$. In return it gives a closed form and shows where the end field is largest. Integrating $v$ once from infinity gives the additional vertical field, counted positive when it points up from drain to body,
\begin{equation}
\partial_y\delta\phi=\frac{2a}{\pi}\int_y^\infty
\arctan\frac{\sin(\pi x/w)}{\sinh(\pi y'/w)}\,dy'.
\label{extra}
\end{equation}
The integrand increases with $\sin(\pi x/w)$, so the maximum lies on the n-column axis at the electrode. There, with (\ref{arctan}) and $t=e^{-\pi y'/w}$,
\begin{equation}
\Delta=\frac{4aw}{\pi^2}\int_0^1\frac{\arctan t}{t}\,dt
=\frac{4G}{\pi^2}aw=0.371\,aw .
\label{Delta}
\end{equation}
Expanding the arctangent gives $G=1-1/3^2+1/5^2-\cdots=0.916$, Catalan's constant.

The downward slope $\partial_y\phi=-E_y$ is thus $V/L+\Delta$ at the body end of an n-column axis. The p-column axis has $V/L-\Delta$ there. At the drain the two columns exchange roles.

\section{When complete depletion is consistent}

A voltage that is too low invalidates the assumed charge. Because $\rho$ does not depend on $y$, $\partial_y\phi$ is harmonic throughout the strip, including across the junctions. Its minimum therefore lies on an electrode and equals $V/L-\Delta$ for $L\gg w$. Complete depletion requires
\begin{equation}
V>L\Delta=\frac{4G}{\pi^2}awL .
\label{dep}
\end{equation}
Then $\phi$ rises everywhere from body to drain, and there is no interior pocket for either carrier. If the inequality is reversed, $\phi$ exceeds $V$ just inside the drain end of an n column. Electrons enter from the drain, and the fixed-charge solution fails there. Holes do the same at the body end of p columns. This criterion neglects thermal energy, which softens the onset. Since the curvature of $\phi$ at the end of the axis is $a$ in size, the pocket just below the threshold is about $(\Delta-V/L)^2/(2a)$ deep; in the example below this is $0.05$ V, about $2kT/q$ at 300 K, when $V$ is 10\% under the threshold.

\section{A silicon example}

Take $w=4.0$ $\mu$m, $L=40$ $\mu$m, $N=3.0\times10^{15}$ cm$^{-3}$, relative permittivity 11.7 and $V=600$ V. Then $a=4.64$ V/$\mu$m$^2$ and
\begin{equation}
\lambda=\frac{4.0}{\pi}=1.27\ \mu{\rm m}=1270\ {\rm nm}.
\end{equation}
A finite-difference solution of Poisson's equation with the step charge, on a square grid of spacing $w/32$, gives $1.274$ $\mu$m from the fall of the axial potential correction between depths $w$ and $2w$. The last digit is grid error: the value is $1.277$ $\mu$m at spacing $w/16$ and $1.273$ $\mu$m at $w/128$. By (\ref{Y}) the far end changes the correction at depth $y$ by a relative amount of order $e^{-(L-2y)/\lambda}$, which is $e^{-10\pi}\sim10^{-14}$ at the electrode and $e^{-6\pi}\sim10^{-8}$ at depth $2w$.

The lateral crest is $4.64\times4^2/8=9.28$ V. The uniform field is $600/40=15$ V/$\mu$m, or $0.150$ MV/cm, and
\begin{equation}
\Delta=0.371\times4.64\times4.0=6.89\ {\rm V}/\mu{\rm m}=0.0689\ {\rm MV/cm}.
\end{equation}
Their sum is $0.219$ MV/cm. This is the maximum of $|\mathbf E|$. Within a column each field component is harmonic, so $|\mathbf E|^2$ has no interior maximum. On a junction (\ref{extra}) vanishes, the vertical field is $V/L$, and the lateral field is at most $aw/2$; the total there is at most $0.176$ MV/cm. Condition (\ref{dep}) requires 276 V, which the chosen voltage exceeds.

On the n-column axis the extra field falls from $0.0689$ MV/cm to $0.0273$ at $y=\lambda$, $0.00325$ at $y=w$ and $0.00014$ at $y=2w$. The first ratio is $0.396$, not $1/e=0.368$, because of the higher modes. They reduce the surface value to $G$ times the amplitude of the first mode, which alone would give $1/(eG)=0.402$, and the third mode still lowers the field at $y=\lambda$ by about 1.5\%. Deeper down only the first mode is left, so the depth at which 1\% of the surface value remains is $\lambda\ln(100/G)=5.98$ $\mu$m, about $1.5w$.

Avalanche can be estimated with the Fulop law, a rough room-temperature fit with one rate for both carriers: $1.8\times10^{-35}E^7$ per cm, with $E$ in V/cm. For the uniform field alone, the rate times $L$ is $0.123$. Numerical integration along the n-column axis gives $0.145$, the difference being due to the ends. A field line crossing a junction at mid-depth gives $0.129$: it gains from the lateral field but starts and ends where the vertical field is reduced. In the model of endless columns such a line keeps the gain without the loss and gives $0.143$, so the largest integrals of the two models, $0.143$ and $0.145$, nearly agree although they belong to different lines. Among six traced lines the axis has the largest integral. With geometry and doping fixed, the largest integral reaches one, the avalanche condition, near 800 V, within a few volts of the value for endless columns. The number depends on the ionization law: separate electron and hole rates of the van Overstraeten--de Man form give roughly 720 V for the same structure and about 6 V more for endless columns. The mean field is then $0.18$ MV/cm, near the lower edge of the range of that fit, so these values are rough as well.

\section{Real devices and the limits of the length}

The example has rough typical values for a silicon superjunction transistor of the 600 V class. Real columns are not perfectly balanced. If donors number $N(1+\delta)$ and acceptors $N$, the mean charge is $qN\delta/2$, and the laterally averaged field changes by $a\delta L/2$ from end to end. For $\delta=5\%$ this is $0.0464$ MV/cm. Half is added at the body end, and the alternating part grows by the factor $1+\delta/2$, so the maximum rises from $0.219$ to about $0.244$ MV/cm at fixed $V$ and $L$. The mean part does not decay, while $\lambda$ is unchanged.

Dopants also diffuse across the junctions. A Gaussian spread of standard deviation $\sigma$ multiplies mode $m$ by $e^{-k_m^2\sigma^2/2}$, the Fourier transform of the Gaussian. For $\sigma=0.5$ $\mu$m the factors are $0.926$ and $0.500$ for modes 1 and 3. The amplitudes shrink, but their decay lengths do not change.

The contacts are not ideal planes either. A body doped at $10^{17}$ cm$^{-3}$ needs a depleted layer about $0.14$ $\mu$m thick to end the largest field, with a drop of about $1.55$ V. Thermal smearing of depletion edges is set by the Debye length, $0.075$ $\mu$m at 300 K. Both lengths are small beside $\lambda$, but the first is not negligible: the drop is larger over n columns than over p columns, and in a local depletion estimate this lowers $\Delta$ by about 7\%, so that the maximum field is about $0.214$ MV/cm.

A transistor's gate and body form a patterned upper end, so $\Delta$ need not apply there. If that pattern repeats with period $2w$, the disturbance below it still decays over $w/\pi$ or faster. A lateral period $\Lambda$ instead allows $\Lambda/(2\pi)$. For an electrode alternating between 1 V and 0 V every $2w$, so that $\Lambda=4w$, the formula gives $2w/\pi=2.546$ $\mu$m and the finite-difference solution $2.548$ $\mu$m between depths $2w$ and $3w$; on finer grids this settles at $2.5475$ $\mu$m, the small excess coming from the third harmonic of the pattern. The outer edge of a chip has no such short period, and $w/\pi$ does not set the size of its termination.

All numerical values are calculated from the stated model.
